# When antibonding Sn 5s–O 2p states acquire Sn 5p character, part 2

In tin(II) oxide the four nearest oxygen atoms of each tin atom lie on one side, and a lone pair is pictured on the other. We ask when an antibonding state of Sn 5s and O 2p contains Sn 5p, how much, and which way the lobe points.

The model is one-electron tight binding in a real, orthonormal basis. Tin has \(|s\rangle\) at \(e_s\) and \(|p_\alpha\rangle\) at \(e_p\); oxygen \(i\) has three 2p orbitals \(|i\beta\rangle\) at \(e_O\), with \(e_s<e_O<e_p\). Direct s–p coupling on tin, oxygen–oxygen hopping and spin–orbit coupling are left out. With \(\mathbf n_i\) the unit vector from tin to oxygen \(i\), at distance \(r_i\),

\[
\langle s|H|i\beta\rangle=v_s(r_i)\,n_{i\beta},
\]

\[
\langle p_\alpha|H|i\beta\rangle
=v_\sigma(r_i)\,n_{i\alpha}n_{i\beta}
+v_\pi(r_i)\,(\delta_{\alpha\beta}-n_{i\alpha}n_{i\beta}),
\]

where \(v_s,v_\sigma>0\) and \(v_\pi<0\).

The selection rule is: at an inversion centre, a nondegenerate state with Sn 5s character has no Sn 5p character. Mixing requires a polar site, one that leaves some nonzero vector fixed. In the model it is governed by

\[
\mathbf K=\sum_i v_s(r_i)\,v_\sigma(r_i)\,\mathbf n_i .
\]

In the square pyramid, four equal bonds make an angle \(\theta\) with \(+z\); \(\theta=\pi/2\) is planar. For \(v_\pi=0\), s and \(p_z\) couple only to \(L\), the normalized in-phase sum of the four oxygen orbitals along the bonds, with \(V=2v_s\) and \(W=2v_\sigma\cos\theta\). The levels and amplitudes obey

\[
E-e_O=\frac{V^2}{E-e_s}+\frac{W^2}{E-e_p},
\]

\[
\frac{c_p}{c_s}=\frac{W}{V}\,\frac{E-e_s}{E-e_p},
\]

with \(c_s=Vc_L/(E-e_s)\) and \(c_p=Wc_L/(E-e_p)\). One level lies below \(e_s\), one between \(e_s\) and \(e_p\), and one above \(e_p\). The middle one is the antibonding s–oxygen state; for \(W>0\) its tin hybrid points away from oxygen.

At \(W=0\) this state has energy

\[
E_0=\frac{e_s+e_O}{2}+\sqrt{\left(\frac{e_O-e_s}{2}\right)^2+V^2},
\]

assumed below \(e_p\). It is a zero of \(F_0(E)=E-e_O-V^2/(E-e_s)\), and its weight on \(L\) is

\[
w_L=\left[1+\frac{V^2}{(E_0-e_s)^2}\right]^{-1}.
\]

For small \(W\),

\[
E_0-E\simeq\frac{w_LW^2}{e_p-E_0},
\qquad
c_p^2\simeq\frac{w_LW^2}{(e_p-E_0)^2}.
\]

### Numbers for a square pyramid

Take the round parameters \(e_s=-5\) eV, \(e_O=0\), \(e_p=6\) eV, \(v_s=1.5\) eV and \(v_\sigma=2.0\) eV. They are chosen to display the mechanism and are not fitted to tin oxide. Then \(V=3\) eV. In the planar geometry

\[
E_0=-2.5+\sqrt{6.25+9}=1.405\ \text{eV},
\]

with weights 0.180 on s, 0.820 on \(L\) and zero on p.

Now let \(\cos\theta=0.5\), so \(W=2\) eV. The middle root of the level equation, found numerically, is \(E=0.788\) eV. Its two energy denominators are \(E-e_s=5.788\) eV and \(E-e_p=-5.212\) eV, so

\[
\frac{c_s}{c_L}=\frac{3}{5.788}=0.518,
\qquad
\frac{c_p}{c_L}=\frac{2}{-5.212}=-0.384 .
\]

Normalization gives \(c_L^2=1/(1+0.518^2+0.384^2)=0.706\). The s weight is 0.190 and the p weight is 0.104. On tin, \(c_p/c_s=-0.74\): the p amplitude is three quarters of the s amplitude.

The level has fallen by 0.62 eV, or 0.045 Ry. The small-\(W\) formula predicts

\[
\frac{0.820\times4}{6-1.405}\ \text{eV}=0.71\ \text{eV},
\]

which is 16% above the lowering found from the full level equation. For the p weight it predicts 0.155 instead of 0.104, an excess of about one half. Both causes can be read from \(c_p^2=W^2c_L^2/(e_p-E)^2\). As the level falls, its distance from \(e_p\) grows from 4.59 to 5.21 eV, which reduces the weight by a factor of 0.78. The oxygen weight falls from 0.820 to 0.706, a factor of 0.86. Their product is 0.67, the ratio of 0.104 to 0.155.

At the intermediate geometry \(\cos\theta=0.25\), the level is at 1.234 eV and the p weight is 0.035. Doubling \(\cos\theta\) from there multiplies the p weight by 3.0, rather than by the factor of four of the small-displacement law.

The lowering of one level is not the energy gained by the distortion. Repulsion between ions, the response of the other filled levels and changes in bond length also enter. The model says what the electronic state becomes when the site is distorted; it does not decide whether the site distorts.

### The shape of the tin part

To turn amplitudes into a density we need radial functions \(R_s\) and \(R_p\). Let \(\mu\) be the cosine of the angle from \(+z\). The tin part of the antibonding state is

\[
\varphi=\frac{1}{\sqrt{4\pi}}\left[c_sR_s(r)+\sqrt3\,c_pR_p(r)\,\mu\right].
\]

Its norm is \(c_s^2+c_p^2\). In \(\varphi^2\) the two square terms are even in \(\mu\) and place half their weight on each side. The cross term integrated over \(\mu<0\) is

\[
\frac{2\sqrt3\,c_sc_p}{4\pi}\,2\pi\,S\int_{-1}^{0}\mu\,d\mu
=-\frac{\sqrt3}{2}\,S\,c_sc_p,
\qquad
S=\int_0^\infty R_sR_p\,r^2dr .
\]

The share of the tin density on the side away from oxygen is therefore

\[
f=\frac12-\frac{\sqrt3}{2}\,\frac{S\,c_sc_p}{c_s^2+c_p^2}.
\]

It exceeds one half because \(c_sc_p<0\), provided \(S>0\). The centroid measures how far the lobe is displaced. Only the cross term contributes to \(\langle z\rangle\), because \(z=r\mu\) is odd:

\[
\langle z\rangle=\frac{2c_sc_pD}{c_s^2+c_p^2},
\qquad
D=\langle s|z|p_z\rangle=\frac1{\sqrt3}\int_0^\infty R_sR_p\,r^3dr .
\]

The factor \(1/\sqrt3\) is the angular integral \((\sqrt3/2)\int_{-1}^1\mu^2d\mu\).

As simple radial functions take nodeless Slater forms \(R=N r^4e^{-\zeta r}\), with \(\zeta_s=2.0\) and \(\zeta_p=1.8\) per bohr. Normalization gives \(N=(2\zeta)^{11/2}/\sqrt{10!}\), and hence

\[
S=\left(\frac{2\sqrt{\zeta_s\zeta_p}}{\zeta_s+\zeta_p}\right)^{11}=0.985,
\qquad
D=\frac{11\,S}{\sqrt3(\zeta_s+\zeta_p)}=1.65\ \text{bohr}.
\]

For the pyramid \(c_sc_p=-0.1405\) and \(c_s^2+c_p^2=0.294\). Therefore

\[
f=0.5+0.866\times0.985\times\frac{0.1405}{0.294}=0.91,
\]

\[
\langle z\rangle=-\frac{2\times0.1405\times1.65}{0.294}\ \text{bohr}
\simeq-1.6\ \text{bohr}.
\]

About nine tenths of the tin density of this state lies on the open side, although p carries only 10% of the whole state. Direction comes from interference, which is linear in the p amplitude, and p is compared with the s weight on tin, which is itself small. These figures describe the tin part alone. Real 5s and 5p functions have inner nodes, so \(S\) and \(D\) would differ for them.

### One state and the sum over filled states

The bonding level, below \(e_s\), is filled as well. There \(E-e_s\) and \(E-e_p\) are both negative, so \(c_p/c_s>0\) and the hybrid points towards oxygen. The total lobe depends on the balance between the two.

Tin(II) with four oxide ions has \(2+4\times6=26\) valence electrons in this basis, enough for 13 of its 16 orbitals. The three empty levels are p-like. In the set \(s,p_z,L\) the two lower levels are filled and the top one is empty; the remaining levels of the cluster contain no s. The matrix of real, orthonormal eigenvectors is orthogonal, so the sum of \(c_sc_p\) over the three levels vanishes, and

\[
\sum_{\text{filled}}c_sc_p=-(c_sc_p)_{\text{empty}} .
\]

In the empty level both denominators are positive, so its \(c_sc_p\) is positive. The filled sum is negative: the total s–p interference also points away from oxygen. For the pyramid it is, per spin,

\[
0.063-0.1405=-0.0775 .
\]

The bonding state cancels nearly half of the antibonding contribution. It also adds a large, nearly round s density. Its energy is \(-6.465\) eV, so its ratio is \(c_p/c_s=(2/3)(-1.465)/(-12.465)=0.0784\). Its s weight is then \(0.063/0.0784\simeq0.80\), and its p weight about 0.005. Adding the antibonding weights gives a filled density on tin, from these two states, of about \(0.80+0.005+0.294=1.10\) per spin. Its share on the open side is

\[
0.5+0.866\times0.985\times\frac{0.0775}{1.10}\simeq0.56 .
\]

The other filled levels contain no s, so the tin density they add is even in \(z\) and brings the share slightly closer to one half. The lone pair is thus pronounced in the antibonding state and mild in the total density of this model. Within the model, a picture of the antibonding state and a picture of the total charge look different for this reason.

### Adding the sideways coupling

Now restore \(v_\pi\). The \(p_z\) orbital also reaches oxygen orbitals perpendicular to the bonds, along \(\mathbf m_i=(\hat{\mathbf z}-\cos\theta\,\mathbf n_i)/\sin\theta\). Each coupling is \(v_\pi\sin\theta\). The normalized combination \(M=-\tfrac12\sum_i|i,\mathbf m_i\rangle\) couples to \(p_z\) with

\[
U=2|v_\pi|\sin\theta>0 ,
\]

and not to s, because \(\mathbf m_i\) is perpendicular to \(\mathbf n_i\). Its couplings to \(p_x\) and \(p_y\) cancel around the ring. The two new rows are

\[
(E-e_O)c_M=Uc_p,\qquad (E-e_p)c_p=Wc_L+Uc_M .
\]

Eliminating \(c_M\) gives

\[
g(E)\,c_p=Wc_L,\qquad g(E)=E-e_p-\frac{U^2}{E-e_O}.
\]

The three-orbital equations survive with \(e_p\) replaced by \(e_p+U^2/(E-e_O)\), and the level equation becomes \(F_0(E)=W^2/g(E)\).

In this cluster the direction of the lobe is preserved. Between \(e_O\) and \(E_0\) we have \(g<0\), since \(E_0<e_p\). The function \(F_0-W^2/g\) increases there. Just above \(e_O\) it is negative, because \(F_0(e_O)=-V^2/(e_O-e_s)\) and \(W^2/g\to0\). At \(E_0\) it equals \(-W^2/g(E_0)>0\). It has one zero in between, and at that energy \(c_p/c_s=(W/V)(E-e_s)/g(E)\) is negative.

With \(v_\pi=-0.5\) eV and the same pyramid, \(U=0.87\) eV. The numerical root is \(E=0.867\) eV. The effective p level shifts up by \(0.75/0.867\simeq0.87\) eV, which reduces the p admixture, and the state also acquires weight on \(M\). Together these changes lower the p weight from 0.104 to 0.075. The ratio \(c_p/c_s\) changes from \(-0.74\) to \(-0.65\).

### From the cluster to a crystal

In a crystal, inversion maps a Bloch state at wave vector \(k\) onto one at \(-k\). The cluster rule therefore applies directly only where \(k\) and \(-k\) are equivalent. A chain of alternating tin and oxygen atoms along \(z\), with period \(a\), shows what happens elsewhere.

Let \(t_R\) and \(t_L\) scale the couplings of the right and left bonds. Give the tin orbitals of cell \(n\) the phase \(e^{ikna}\), and the oxygen \(p_z\) orbital to their right the phase \(e^{ik(n+1/2)a}\). The couplings of s and \(p_z\) to oxygen are

\[
A=v_s\left(t_Re^{ika/2}-t_Le^{-ika/2}\right),
\]

\[
B=v_\sigma\left(t_Re^{ika/2}+t_Le^{-ika/2}\right).
\]

The minus sign in \(A\) arises because \(\mathbf n\) reverses for the left bond. This is again a three-orbital model, with \(V^2\) and \(W^2\) replaced by \(|A|^2\) and \(|B|^2\) in the level equation. From \((E-e_s)c_s=Ac_O\) and \((E-e_p)c_p=Bc_O\),

\[
c_s^*c_p=\frac{A^*B\,|c_O|^2}{(E-e_s)(E-e_p)} .
\]

Multiplying out,

\[
A^*B=v_sv_\sigma\left[t_R^2-t_L^2-2i\,t_Rt_L\sin ka\right].
\]

The tin density contains the cross term \(2\,\mathrm{Re}(c_s^*c_p)\,s\,p_z\), with real orbitals \(s\) and \(p_z\). For equal bonds \(A^*B\) is imaginary and this term vanishes. The state may contain both s and p, but they are a quarter cycle out of phase and form no lobe. With the parameters above and \(t_R=t_L=1\), the middle band at \(ka=\pi/2\) has 0.145 of its weight on s and 0.143 on p. At \(ka=\pi\), \(B=0\), the p weight vanishes, and the energy is again 1.405 eV.

The absence of a lobe is general for a nondegenerate band when tin sits at an inversion centre. Inversion combined with complex conjugation leaves \(k\) unchanged, so it returns the state times a phase \(e^{i\eta}\). Comparing amplitudes gives \(c_s^*=e^{i\eta}c_s\) and \(-c_p^*=e^{i\eta}c_p\). Multiplying the second relation by \(e^{-i\eta}\) gives \(c_p=-e^{-i\eta}c_p^*\). Hence \(c_s^*c_p=-c_sc_p^*\), which is minus its own conjugate, so its real part is zero.

For unequal bonds the real part of \(A^*B\) is \(v_sv_\sigma(t_R^2-t_L^2)\), the mixing vector \(K_z\) of the two bonds. If the right bond is shorter, it is positive. In the middle band the denominator is negative, so the lobe points left, away from the nearer oxygen, at every \(k\). For bonds of 0.95 and 1.05 times the reference length and couplings falling as \(1/r^2\), numerical diagonalization at 64 evenly spaced wave vectors gives an average \(\mathrm{Re}(c_s^*c_p)\) of \(-0.033\).

For a crystal, then, the presence of Sn 5p weight in a band is not by itself evidence of a lone pair. The quantity to examine is the real part of the s–p product on the same tin atom, summed over all wave vectors of a chosen band or of the filled bands; summed over every band it vanishes identically, because the eigenvector matrix is unitary. At a site that is not polar but lacks inversion, such as a tetrahedral one, single Bloch states may have a nonzero real part, but the symmetry of the site makes the sum vanish. A nonzero sum requires a polar site. In this model its leading source is an unbalanced set of tin–oxygen bonds, \(\mathbf K\ne0\). In a crystal, longer paths through neighbouring tin atoms can leave a small nonzero sum at a polar site even when \(\mathbf K=0\) on every tin.

The rule concerns the sum, and a single Bloch state need not follow the cluster result. Join the pyramids into a layer of the tin(II) oxide type, with tin alternately above and below a square net of oxygen. At \(k=0\) the odd combination of the two s orbitals, the even combination of the two tin \(p_z\) orbitals and the even combination of oxygen \(p_z\) form a three-orbital model with \(V=4v_s\cos\theta\) and \(W=4(v_\sigma\cos^2\theta+v_\pi\sin^2\theta)\). Here \(v_\pi\) enters the mixing directly. With \(\cos\theta=0.5\) and \(v_\pi=-0.5\) eV, \(V=3\) eV and \(W=0.5\) eV, the level lies at 1.36 eV, and \(c_p/c_s=-0.23\) instead of \(-0.65\). For \(|v_\pi|>v_\sigma\cot^2\theta\) the coupling \(W\) changes sign and the hybrid of this state points towards oxygen. The size and direction of the lobe in the states that holes occupy must therefore be computed for the crystal itself.
